# Optical conductivity of Bernal bilayer graphene and its doping-induced peak at γ1: a numerical check

```python
"""
Interband optical conductivity of Bernal bilayer graphene, four-band model.
Result under test (T = 0, mu >= 0, w = photon energy, g = interlayer coupling
gamma1, conductivity in units of sigma0 = e^2/(4 hbar)):
  sigma = (w+2g)/(w+g) [w > 2mu] + (w-2g)/(w-g) [w > max(2g, 2mu)]
        + g^2/w^2 ([w > max(g, 2mu-g)] + [w > g+2mu]) + W delta(w-g),
  W = g ln((2mu+g)/g) for mu <= g,  g ln((2mu+g)/(2mu-g)) for mu >= g.
x = hbar v k is the momentum in energy units, R = sqrt(x^2 + g^2/4).
Bands in ascending order: -e2, -e1, e1, e2 with e1 = R-g/2, e2 = R+g/2.
All energies are in eV. The reference side diagonalizes the 4x4 Hamiltonian
and sums the Kubo formula over a momentum grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

g = 0.4
mu_doped = 0.15
mu_high = 0.5
velocity = 1.0e6
half_width = 0.010
narrow_width = 0.002
bias_test = 0.1
skew_test = 0.05


def hamiltonian(px, py, coupling=g, bias=0.0, skew=0.0):
    """Basis A1, B1, A2, B2; bias = layer energy difference, skew = v4/v."""
    px, py = np.broadcast_arrays(np.asarray(px, float), np.asarray(py, float))
    h = np.zeros(px.shape + (4, 4), complex)
    pdag = px - 1j * py
    for a, b, value in ((0, 1, pdag), (2, 3, pdag), (1, 2, coupling),
                        (0, 2, -skew * pdag), (1, 3, -skew * pdag)):
        h[..., a, b] = value
        h[..., b, a] = np.conj(value)
    for site, sign in ((0, 1), (1, 1), (2, -1), (3, -1)):
        h[..., site, site] = sign * bias / 2
    return h


def bands_and_velocity(x, bias=0.0, skew=0.0):
    """Energies and angle-averaged |<i|v_x|j>|^2 in units of v^2."""
    # |v_x|^2 holds only angular harmonics 0 and 2: three angles average exactly
    angles = 0.2 + np.arange(3) * np.pi / 3
    vx = (hamiltonian(1, 0, bias=bias, skew=skew)
          - hamiltonian(0, 0, bias=bias, skew=skew))
    total = 0.0
    for angle in angles:
        energy, vec = np.linalg.eigh(
            hamiltonian(x * np.cos(angle), x * np.sin(angle),
                        bias=bias, skew=skew))
        element = np.conj(np.swapaxes(vec, -1, -2)) @ vx @ vec
        total = total + np.abs(element) ** 2
    return energy, total / len(angles)


# pi e^2 hbar * 4 / (2 pi hbar^2), divided by e^2/(4 hbar)
kubo_prefactor = np.pi * 4 / (2 * np.pi) * 4


def transitions(x, dx, energy, v2, occupation, pairs):
    """Transition energies and their integrated conductivity (sigma0 eV)."""
    gaps, weights = [], []
    for i, j in pairs:
        gap = energy[:, j] - energy[:, i]
        gaps.append(gap)
        weights.append(kubo_prefactor * x * dx * v2[:, i, j]
                       * (occupation[:, i] - occupation[:, j]) / gap)
    return np.concatenate(gaps), np.concatenate(weights)


def sigma_regular(w, mu):
    w = np.asarray(w, float)
    low = (w + 2 * g) / (w + g) * (w > 2 * mu)
    safe = np.where(w > 2 * g, w - g, 1.0)
    high = (w - 2 * g) / safe * (w > max(2 * g, 2 * mu))
    cross = g**2 / w**2 * (1.0 * (w > max(g, 2 * mu - g))
                           + 1.0 * (w > g + 2 * mu))
    return low + high + cross


def peak_weight(mu):
    return g * np.log((2 * mu + g) / (g if mu <= g else 2 * mu - g))


def drude_half_weight(mu):
    weight = 4 * mu * (mu + g) / (2 * mu + g)
    if mu > g:
        weight += 4 * mu * (mu - g) / (2 * mu - g)
    return weight


def lorentzian(d, width):
    return width / np.pi / (d**2 + width**2)


# --- squared matrix elements at one momentum along x
x_fermi = np.sqrt(mu_doped * (mu_doped + g))
r_fermi = np.hypot(x_fermi, g / 2)
e_f, vec_f = np.linalg.eigh(hamiltonian(x_fermi, 0))
assert np.allclose(e_f, [-r_fermi - g / 2, -r_fermi + g / 2,
                         r_fermi - g / 2, r_fermi + g / 2], atol=1e-12)
zero = hamiltonian(0, 0)
long2 = np.abs(vec_f.conj().T @ (hamiltonian(1, 0) - zero) @ vec_f) ** 2
tran2 = np.abs(vec_f.conj().T @ (hamiltonian(0, 1) - zero) @ vec_f) ** 2
m_cross = g**2 / (4 * r_fermi**2)
m_direct = x_fermi**2 / r_fermi**2
expected_long = {(1, 3): m_cross, (0, 2): m_cross}
expected_tran = {(1, 2): m_direct, (0, 3): m_direct,
                 (2, 3): m_cross, (0, 1): m_cross}
all_pairs = [(i, j) for i in range(4) for j in range(i + 1, 4)]
for pair in all_pairs:
    assert abs(long2[pair] - expected_long.get(pair, 0.0)) < 1e-12
    assert abs(tran2[pair] - expected_tran.get(pair, 0.0)) < 1e-12

# --- Kubo sum in frequency windows against the closed formula
n_grid, x_max = 40000, 1.1
dx = x_max / n_grid
x = (np.arange(n_grid) + 0.5) * dx
energy, v2 = bands_and_velocity(x)
parallel_error = np.max(np.abs(energy[:, 3] - energy[:, 2] - g))
assert parallel_error < 1e-12

edges = 0.025 + 0.05 * np.arange(32)
window = edges[1] - edges[0]
fractions = (np.arange(4000) + 0.5) / 4000
worst = 0.0
broadened = {}
for mu in (0.0, mu_doped, mu_high):
    gaps, weights = transitions(x, dx, energy, v2,
                                (energy < mu).astype(float), all_pairs)
    numeric = np.histogram(gaps, bins=edges, weights=weights)[0] / window
    samples = edges[:-1, None] + window * fractions[None, :]
    formula = sigma_regular(samples, mu).mean(axis=1)
    formula[(edges[:-1] < g) & (edges[1:] > g)] += peak_weight(mu) / window
    worst = max(worst, np.max(np.abs(numeric - formula)))
    broadened[mu] = np.sum(weights * lorentzian(g - gaps, half_width))
# tolerance: one momentum grid point per window edge and per band pair
assert worst < 8e-3

# broadened value at gamma1: peak + smooth part + half of the step there;
# tolerance covers the Lorentzian wings of the sloping background
height = peak_weight(mu_doped) / (np.pi * half_width)
assert abs(broadened[mu_doped] - (height + 1.5 + 0.5)) < 0.2
assert abs(broadened[0.0] - (1.5 + 1.0)) < 0.2

# --- Drude weight from numerical band slopes, then the sum rule


def band(xx, n):
    return np.linalg.eigvalsh(hamiltonian(xx, 0))[n]


lost = {}
for mu in (mu_doped, mu_high):
    drude_numeric = 0.0
    for n in (2, 3):
        if band(1e-9, n) < mu:
            xf = brentq(lambda t: band(t, n) - mu, 1e-9, 2.0, xtol=1e-13)
            slope = (band(xf + 1e-5, n) - band(xf - 1e-5, n)) / 2e-5
            drude_numeric += 2 * xf * slope
    assert abs(drude_numeric - drude_half_weight(mu)) < 1e-7
    top = 2 * mu + g
    cuts = sorted({1e-12, top} | {c for c in (2 * mu, g, 2 * g, 2 * mu - g)
                                  if 1e-6 < c < top - 1e-6})
    lost[mu] = sum(quad(lambda w: float(sigma_regular(w, 0.0)
                                        - sigma_regular(w, mu)), a, b)[0]
                   for a, b in zip(cuts[:-1], cuts[1:]))
    assert abs(lost[mu] - drude_numeric - peak_weight(mu)) < 1e-6

# --- largest peak weight is at mu = g
mu_scan = np.linspace(0.01, 1.5, 1491)
scan = np.array([peak_weight(m) for m in mu_scan])
assert abs(mu_scan[np.argmax(scan)] - g) < 2e-3
assert abs(scan.max() - g * np.log(3)) < 2e-3

# --- thermal weight of the peak without doping
k_b = const.k / const.e


def thermal_weight(temperature):
    kt = k_b * temperature

    def integrand(r):
        return 2 * g / r * (expit(-(r - g / 2) / kt) - expit(-(r + g / 2) / kt))
    return quad(integrand, g / 2, g / 2 + 45 * kt, epsabs=1e-12)[0]


thermal = thermal_weight(300.0)
_, w_thermal = transitions(x, dx, energy, v2,
                           expit(-energy / (k_b * 300.0)), [(0, 1), (2, 3)])
assert abs(w_thermal.sum() - thermal) < 1e-5
thermal_estimate = 4 * np.log(2) * k_b * 300.0
cold_estimate = 4 * np.log(2) * k_b * 10.0
assert abs(thermal_weight(10.0) / cold_estimate - 1) < 0.02

# --- sharpness needs parallel bands: same carrier density, bands bent
n_disc = 20000
d_disc = x_fermi / n_disc
x_disc = (np.arange(n_disc) + 0.5) * d_disc
filled = np.tile([1.0, 1.0, 1.0, 0.0], (n_disc, 1))
scan_w = np.arange(0.33, 0.43, 0.0005)
shape = {}
for label, bias, skew in (("parallel bands", 0.0, 0.0),
                          ("layer bias", bias_test, 0.0),
                          ("skew v4", 0.0, skew_test)):
    e_d, v_d = bands_and_velocity(x_disc, bias, skew)
    gap_d, w_d = transitions(x_disc, d_disc, e_d, v_d, filled, [(2, 3)])
    top_height = max(np.sum(w_d * lorentzian(w - gap_d, narrow_width))
                     for w in scan_w)
    shape[label] = (gap_d.min(), gap_d.max(), w_d.sum(), top_height)
flat = shape["parallel bands"]
assert flat[1] - flat[0] < 1e-12
assert abs(flat[2] - peak_weight(mu_doped)) < 1e-6
for label in ("layer bias", "skew v4"):
    assert shape[label][1] - shape[label][0] > 0.01
    assert shape[label][3] < 0.6 * flat[3]

# --- undoped kink at 2 gamma1
step = 1e-6
s2 = float(sigma_regular(2 * g, 0.0))
slope_left = (s2 - float(sigma_regular(2 * g - step, 0.0))) / step
slope_right = (float(sigma_regular(2 * g + step, 0.0)) - s2) / step
assert slope_left < 0 < slope_right
assert abs(slope_right - slope_left - 1 / g) < 1e-3

sigma0 = const.e**2 / (4 * const.hbar)
hbar_v = const.hbar * velocity / const.e
density = (x_fermi / hbar_v) ** 2 / np.pi * 1e-4
tiny = 1e-9
print(f"gamma1 = {g:.3f} eV, v = {velocity:.2e} m/s")
print(f"chemical potential, doped case = {mu_doped:.3f} eV")
print(f"sigma0 = e^2/(4 hbar) = {sigma0:.4e} S")
print(f"Fermi momentum hbar v k_F = {x_fermi:.4f} eV, R there = {r_fermi:.4f} eV")
print(f"carrier density = {density:.3e} cm^-2")
print(f"band energies at k_F = {np.round(e_f, 4)} eV")
print(f"|v|^2/v^2 at k_F: x^2/R^2 = {m_direct:.4f}, g^2/4R^2 = {m_cross:.4f}")
print(f"largest |e2 - e1 - gamma1| on grid = {parallel_error:.1e} eV")
print(f"Kubo sum vs formula, worst window error = {worst:.1e} sigma0")
print("conductivity (sigma0) just below / just above each feature:")
for name, mu, w in (("undoped, gamma1", 0.0, g),
                    ("undoped, 2 gamma1", 0.0, 2 * g),
                    ("doped, 2 mu", mu_doped, 2 * mu_doped),
                    ("doped, gamma1 (no delta)", mu_doped, g),
                    ("doped, gamma1 + 2 mu", mu_doped, g + 2 * mu_doped),
                    ("doped, 2 gamma1", mu_doped, 2 * g)):
    below = float(sigma_regular(w - tiny, mu))
    above = float(sigma_regular(w + tiny, mu))
    print(f"  {name}: w = {w:.3f} eV: {below:.4f} / {above:.4f}")
print(f"undoped slopes at 2 gamma1 = {slope_left:.3f} / {slope_right:.3f} sigma0/eV")
print(f"peak weight W, doped = {peak_weight(mu_doped):.4f} sigma0 eV")
print(f"largest W (mu = gamma1) = {peak_weight(g):.4f} sigma0 eV")
print(f"W at mu = {mu_high:.2f} eV = {peak_weight(mu_high):.4f} sigma0 eV")
print(f"Lorentzian half-width = {1e3 * half_width:.1f} meV")
print(f"height of peak alone = {height:.3f} sigma0 = {height * sigma0:.3e} S")
print(f"broadened interband total at gamma1, doped = {broadened[mu_doped]:.2f} sigma0")
print(f"broadened interband total at gamma1, undoped = {broadened[0.0]:.2f} sigma0")
for mu in (mu_doped, mu_high):
    print(f"weights (sigma0 eV) at mu = {mu:.2f} eV: lost {lost[mu]:.4f}, "
          f"Drude {drude_half_weight(mu):.4f}, peak {peak_weight(mu):.4f}")
print(f"undoped W at 300 K = {thermal:.4f} sigma0 eV")
print(f"  estimate 4 ln2 kT = {thermal_estimate:.4f} sigma0 eV")
print(f"bent bands: bias = {bias_test:.2f} eV or v4/v = {skew_test:.2f}, same density")
print(f"  half-width for heights below = {1e3 * narrow_width:.1f} meV")
for label, (lo, hi, total, top_height) in shape.items():
    print(f"  {label}: e1->e2 energies {lo:.4f} to {hi:.4f} eV, "
          f"weight {total:.4f} sigma0 eV, height {top_height:.2f} sigma0")
print("done: every assertion held")
```

Printed output:

```
gamma1 = 0.400 eV, v = 1.00e+06 m/s
chemical potential, doped case = 0.150 eV
sigma0 = e^2/(4 hbar) = 6.0853e-05 S
Fermi momentum hbar v k_F = 0.2872 eV, R there = 0.3500 eV
carrier density = 6.061e+12 cm^-2
band energies at k_F = [-0.55 -0.15  0.15  0.55] eV
|v|^2/v^2 at k_F: x^2/R^2 = 0.6735, g^2/4R^2 = 0.3265
largest |e2 - e1 - gamma1| on grid = 1.2e-15 eV
Kubo sum vs formula, worst window error = 1.1e-03 sigma0
conductivity (sigma0) just below / just above each feature:
  undoped, gamma1: w = 0.400 eV: 1.5000 / 3.5000
  undoped, 2 gamma1: w = 0.800 eV: 1.8333 / 1.8333
  doped, 2 mu: w = 0.300 eV: 0.0000 / 1.5714
  doped, gamma1 (no delta): w = 0.400 eV: 1.5000 / 2.5000
  doped, gamma1 + 2 mu: w = 0.700 eV: 1.6902 / 2.0167
  doped, 2 gamma1: w = 0.800 eV: 1.8333 / 1.8333
undoped slopes at 2 gamma1 = -1.528 / 0.972 sigma0/eV
peak weight W, doped = 0.2238 sigma0 eV
largest W (mu = gamma1) = 0.4394 sigma0 eV
W at mu = 0.50 eV = 0.3389 sigma0 eV
Lorentzian half-width = 10.0 meV
height of peak alone = 7.125 sigma0 = 4.336e-04 S
broadened interband total at gamma1, doped = 9.02 sigma0
broadened interband total at gamma1, undoped = 2.38 sigma0
weights (sigma0 eV) at mu = 0.15 eV: lost 0.6953, Drude 0.4714, peak 0.2238
weights (sigma0 eV) at mu = 0.50 eV: lost 1.9580, Drude 1.6190, peak 0.3389
undoped W at 300 K = 0.0629 sigma0 eV
  estimate 4 ln2 kT = 0.0717 sigma0 eV
bent bands: bias = 0.10 eV or v4/v = 0.05, same density
  half-width for heights below = 2.0 meV
  parallel bands: e1->e2 energies 0.4000 to 0.4000 eV, weight 0.2238 sigma0 eV, height 35.63 sigma0
  layer bias: e1->e2 energies 0.3531 to 0.4063 eV, weight 0.2527 sigma0 eV, height 10.22 sigma0
  skew v4: e1->e2 energies 0.3764 to 0.4000 eV, weight 0.2008 sigma0 eV, height 7.75 sigma0
done: every assertion held
```
